# Half-Integer Angular Momentum in a Cubic Field: The Octahedral Double Group: verification in Python

```python
"""Reduction of spin j = 1/2, 3/2, 5/2, 7/2 in the octahedral double group O*.

Result under test:
  1/2 -> G6,  3/2 -> G8,  5/2 -> G7 + G8,  7/2 -> G6 + G7 + G8,
where G6, G7 are doublets and G8 is a quartet.
Symbols: q = (cos(theta/2), n sin(theta/2)) is the unit quaternion of a
rotation by theta about n; chi is a character; angular momenta are in units
of hbar. Model d shell: zeta = spin-orbit constant, Delta = cubic e-t2 gap.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import e as elementary_charge


def multiply(p, q):
    scalar = p[0] * q[0] - p[1:] @ q[1:]
    vector = p[0] * q[1:] + q[0] * p[1:] + np.cross(p[1:], q[1:])
    return np.concatenate(([scalar], vector))


def key(q):
    return tuple(int(k) for k in np.rint(q * 1e6))


def spin_matrices(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / (2j)
    return np.array([jx, jy, np.diag(m)], dtype=complex)


def rotation_angle(q):
    return 2 * np.arctan2(np.linalg.norm(q[1:]), q[0])


def rotation_operator(q, J):
    length = np.linalg.norm(q[1:])
    axis = q[1:] / length if length > 1e-10 else np.array([0.0, 0.0, 1.0])
    return expm(-1j * rotation_angle(q) * np.tensordot(axis, J, axes=1))


def space_rotation(q):
    """Act on the Cartesian unit vectors by q v q^-1."""
    inverse = q * np.array([1, -1, -1, -1])
    columns = [multiply(multiply(q, np.r_[0.0, v]), inverse)[1:]
               for v in np.eye(3)]
    return np.array(columns).T


def clusters(values, tolerance):
    """Index groups of equal values in a sorted list."""
    cuts = np.where(np.diff(values) > tolerance)[0] + 1
    return np.split(np.arange(len(values)), cuts)


# Generate the group from a fourfold and a threefold rotation.
generators = [np.array([1, 0, 0, 1]) / np.sqrt(2), np.full(4, 0.5)]
group = [np.array([1.0, 0, 0, 0])]
index = {key(group[0]): 0}
for element in group:
    for generator in generators:
        product = multiply(element, generator)
        if key(product) not in index:
            index[key(product)] = len(group)
            group.append(product)
    assert len(group) <= 48
order = len(group)
assert order == 48

# Each space rotation permutes the cube axes up to sign; 24 are distinct.
rotations = [space_rotation(q) for q in group]
for R in rotations:
    assert np.allclose(np.abs(R), np.rint(np.abs(R)), atol=1e-12)
    assert np.isclose(np.linalg.det(R), 1)
assert len({tuple(np.rint(R).astype(int).ravel()) for R in rotations}) == 24
axis_parity = np.array([np.linalg.det(np.rint(np.abs(R))) for R in rotations])

# Conjugacy classes from their definition.
conjugate = np.array([1, -1, -1, -1])
unassigned = set(range(order))
classes = []
while unassigned:
    first = min(unassigned)
    members = {index[key(multiply(multiply(g, group[first]), g * conjugate))]
               for g in group}
    classes.append(sorted(members))
    unassigned -= members
assert sorted(len(c) for c in classes) == [1, 1, 6, 6, 6, 8, 8, 12]

# Rotation matrices and characters, compared with the closed formula.
spins = [0.5, 1.5, 2.5, 3.5]
D, chi = {}, {}
for j in spins:
    J = spin_matrices(j)
    D[j] = np.array([rotation_operator(q, J) for q in group])
    chi[j] = np.trace(D[j], axis1=1, axis2=2)
    for a, q in enumerate(group):
        for generator in generators:
            b, c = index[key(generator)], index[key(multiply(q, generator))]
            assert np.allclose(D[j][a] @ D[j][b], D[j][c], atol=1e-10)
        theta = rotation_angle(q)
        if abs(np.sin(theta / 2)) > 1e-8:
            formula = np.sin((2 * j + 1) * theta / 2) / np.sin(theta / 2)
        else:
            formula = (2 * j + 1) * np.sign(q[0])
        assert abs(chi[j][a] - formula) < 1e-10
    for members in classes:
        assert np.ptp(chi[j][members].real) < 1e-10


def overlap(a, b):
    return (np.vdot(a, b) / order).real


norms = [overlap(chi[j], chi[j]) for j in spins]
assert np.allclose(norms, [1, 1, 2, 3])
irreps = {"G6": chi[0.5], "G7": chi[0.5] * axis_parity, "G8": chi[1.5]}
gram = [[overlap(a, b) for b in irreps.values()] for a in irreps.values()]
assert np.allclose(gram, np.eye(3))
dimension_sum = sum(x[0].real ** 2 for x in irreps.values())
assert np.isclose(dimension_sum, order / 2)
square = [index[key(multiply(q, q))] for q in group]
indicator = {n: np.mean(x[square]).real for n, x in irreps.items()}
assert np.allclose(list(indicator.values()), -1)

expected = {0.5: [1, 0, 0], 1.5: [0, 0, 1], 2.5: [0, 1, 1], 3.5: [1, 1, 1]}
multiplicity = {j: [overlap(x, chi[j]) for x in irreps.values()]
                for j in spins}
for j in spins:
    assert np.allclose(multiplicity[j], expected[j])

# A random Hermitian matrix averaged over the group is a generic cubic field.
rng = np.random.default_rng(7)
degeneracies = {}
for j in spins:
    size = int(2 * j + 1)
    A = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    A = A + A.conj().T
    invariant = np.mean(D[j] @ A @ D[j].conj().transpose(0, 2, 1), axis=0)
    values, vectors = np.linalg.eigh(invariant)
    found = []
    for level in clusters(values, 1e-8):
        V = vectors[:, level]
        character = np.trace(V.conj().T @ D[j] @ V, axis1=1, axis2=2)
        names = [n for n, x in irreps.items()
                 if np.allclose(character, x, atol=1e-7)]
        assert len(names) == 1
        found.append((names[0], len(level)))
        if j == 2.5 and names[0] == "G7":
            doublet_weights = np.diag(V @ V.conj().T).real
    counts = [sum(n == name for n, _ in found) for name in irreps]
    assert np.allclose(counts, multiplicity[j])
    degeneracies[j] = sorted(found)
assert np.allclose(doublet_weights, [1/6, 5/6, 0, 0, 5/6, 1/6], atol=1e-8)

# Ten-dimensional d shell with spin-orbit coupling and a cubic field (meV).
zeta, Delta = 200.0, 50.0
L = np.array([np.kron(x, np.eye(2)) for x in spin_matrices(2)])
S = np.array([np.kron(np.eye(5), x) for x in spin_matrices(0.5)])
e_orbitals = np.zeros((5, 2))
e_orbitals[2, 0] = 1
e_orbitals[[0, 4], 1] = 1 / np.sqrt(2)
P_e = np.kron(e_orbitals @ e_orbitals.T, np.eye(2))
field = Delta * (P_e - 0.4 * np.eye(10))
H = zeta * sum(a @ b for a, b in zip(L, S)) + field
D_shell = np.array([rotation_operator(q, L + S) for q in group])
for U in D_shell:
    assert np.allclose(U @ H, H @ U, atol=1e-9)
e_character = np.trace(P_e @ D_shell, axis1=1, axis2=2)
assert np.allclose(e_character, irreps["G8"], atol=1e-9)

# First-order shifts and coupling between the two j multiplets.
J_squared = sum(x @ x for x in L + S)
j_values, j_vectors = np.linalg.eigh(J_squared)
assert np.allclose(j_values, [15 / 4] * 4 + [35 / 4] * 6)
low, high = j_vectors[:, :4], j_vectors[:, 4:]
shift_32 = np.linalg.eigvalsh(low.conj().T @ field @ low)
shift_52 = np.linalg.eigvalsh(high.conj().T @ field @ high)
couplings = np.linalg.svd(low.conj().T @ field @ high, compute_uv=False)
assert np.allclose(shift_32, 0, atol=1e-9)
assert np.allclose(shift_52, [-0.4 * Delta] * 2 + [0.2 * Delta] * 4)
assert np.allclose(couplings, np.sqrt(6) * Delta / 5)

# Full diagonalization against the closed energies.
energies, states = np.linalg.eigh(H)
mean = (Delta / 5 - zeta / 2) / 2
root = np.sqrt(((Delta / 5 + 5 * zeta / 2) / 2) ** 2 + 6 * Delta ** 2 / 25)
closed = [mean - root] * 4 + [zeta - 0.4 * Delta] * 2 + [mean + root] * 4
assert np.allclose(energies, closed, atol=1e-9)
levels = []
for level in clusters(energies, 1e-6):
    V = states[:, level]
    character = np.trace(V.conj().T @ D_shell @ V, axis1=1, axis2=2)
    name = [n for n, x in irreps.items() if np.allclose(character, x)][0]
    levels.append((name, len(level), energies[level[0]]))
assert [x[0] for x in levels] == ["G8", "G7", "G8"]
gap = levels[2][2] - levels[1][2]

# Report.
print("Group order:", order, " classes:", len(classes))
print("Class table: size, angle (deg), axis parity, chi for j=1/2,3/2,5/2,7/2")
for members in sorted(classes, key=lambda c: (-round(group[c[0]][0], 6),
                                             -axis_parity[c[0]])):
    r = members[0]
    row = " ".join(f"{chi[j][r].real + 0.0:8.4f}" for j in spins)
    angle = np.degrees(rotation_angle(group[r]))
    print(f"  {len(members):2d} {angle:6.1f} {axis_parity[r]:3.0f}  {row}")
print("Mean |chi|^2 for the four j:", " ".join(f"{x:.4f}" for x in norms))
print(f"Sum of squared dimensions G6,G7,G8: {dimension_sum:.1f}")
for name in irreps:
    print(f"Frobenius-Schur indicator {name}: {indicator[name]:.4f}")
print("Multiplicities of G6, G7, G8, and levels of a random cubic field:")
for j in spins:
    numbers = " ".join(f"{abs(x):.4f}" for x in multiplicity[j])
    text = ", ".join(f"{n} x{d}" for n, d in degeneracies[j])
    print(f"  j = {int(2*j)}/2: {numbers}   {text}")
print("Weights in the j=5/2 doublet projector, m=5/2,3/2,1/2:",
      " ".join(f"{abs(x):.4f}" for x in doublet_weights[:3]))
print(f"Model zeta: {zeta:.1f} meV   Delta: {Delta:.1f} meV")
print(f"Free level j=3/2: {-1.5*zeta:.1f} meV   j=5/2: {zeta:.1f} meV")
print(f"First-order shift, j=3/2 quartet: {abs(shift_32[0]):.3f} meV")
print(f"First-order shift, j=5/2 doublet: {shift_52[0]:.3f} meV")
print(f"First-order shift, j=5/2 quartet: {shift_52[-1]:.3f} meV")
print(f"Coupling of the two quartets: {couplings[0]:.3f} meV")
for name, degeneracy, energy in levels:
    print(f"Full level {name}, degeneracy {degeneracy}: {energy:.3f} meV")
print(f"Shift of j=3/2 quartet in full result: {energies[0]+1.5*zeta:.3f} meV")
print(f"First-order doublet-quartet gap: {shift_52[-1]-shift_52[0]:.3f} meV")
print(f"Full doublet-quartet gap: {gap:.3f} meV")
print(f"Full doublet-quartet gap: {gap*1e-3*elementary_charge:.4e} J")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Group order: 48  classes: 8
Class table: size, angle (deg), axis parity, chi for j=1/2,3/2,5/2,7/2
   1    0.0   1    2.0000   4.0000   6.0000   8.0000
   6   90.0  -1    1.4142   0.0000  -1.4142  -0.0000
   8  120.0   1    1.0000  -1.0000   0.0000   1.0000
   6  180.0   1    0.0000  -0.0000   0.0000  -0.0000
  12  180.0  -1    0.0000   0.0000  -0.0000  -0.0000
   8  240.0   1   -1.0000   1.0000   0.0000  -1.0000
   6  270.0  -1   -1.4142   0.0000   1.4142  -0.0000
   1  360.0   1   -2.0000  -4.0000  -6.0000  -8.0000
Mean |chi|^2 for the four j: 1.0000 1.0000 2.0000 3.0000
Sum of squared dimensions G6,G7,G8: 24.0
Frobenius-Schur indicator G6: -1.0000
Frobenius-Schur indicator G7: -1.0000
Frobenius-Schur indicator G8: -1.0000
Multiplicities of G6, G7, G8, and levels of a random cubic field:
  j = 1/2: 1.0000 0.0000 0.0000   G6 x2
  j = 3/2: 0.0000 0.0000 1.0000   G8 x4
  j = 5/2: 0.0000 1.0000 1.0000   G7 x2, G8 x4
  j = 7/2: 1.0000 1.0000 1.0000   G6 x2, G7 x2, G8 x4
Weights in the j=5/2 doublet projector, m=5/2,3/2,1/2: 0.1667 0.8333 0.0000
Model zeta: 200.0 meV   Delta: 50.0 meV
Free level j=3/2: -300.0 meV   j=5/2: 200.0 meV
First-order shift, j=3/2 quartet: 0.000 meV
First-order shift, j=5/2 doublet: -20.000 meV
First-order shift, j=5/2 quartet: 10.000 meV
Coupling of the two quartets: 24.495 meV
Full level G8, degeneracy 4: -301.174 meV
Full level G7, degeneracy 2: 180.000 meV
Full level G8, degeneracy 4: 211.174 meV
Shift of j=3/2 quartet in full result: -1.174 meV
First-order doublet-quartet gap: 30.000 meV
Full doublet-quartet gap: 31.174 meV
Full doublet-quartet gap: 4.9946e-21 J
ALL CHECKS PASSED
```
